# How many dielectric eigenpotentials to keep in a Sternheimer calculation

## The decision

A calculation that represents static screening by dielectric eigenpotentials asks for the number $M$ to keep. The iterative solver also needs a number $m>M$ of trial potentials. If $M$ is too small, short-wavelength screening is missing however tightly the solver has converged. If it is too large, the extra linear equations buy little.

The guidance rests on how fast the eigenvalues of $\varepsilon-1$ fall. For a gapped system with smooth density $n(\mathbf r)>0$ in a cell of volume $V$, the ordered eigenvalues follow, at large index $i$,

$$
\lambda_i\simeq C\,i^{-4/3},\qquad
C=16\pi\left[\frac{1}{6\pi^2}\int_V n^{3/4}\,d^3r\right]^{4/3}. \tag{1}
$$

The power is that of Lindhard's large-wavevector tail, counted by index. The prefactor is that of the uniform gas only if the density is uniform.

Algebra is in Hartree atomic units. Orbitals are real and doubly occupied, and the effective potential is local and given. Response is static and in the random-phase approximation (RPA), so the exchange-correlation kernel is absent. Potentials have the period of the cell, and $\mathbf G=0$ is left out; the macroscopic part of screening needs separate treatment.

## What is being diagonalized

Let $\chi_0$ give the density change of independent electrons, $\Delta n=\chi_0\Delta V$, and let $v=4\pi/G^2$. An external potential and the Coulomb potential of the induced density add up to $\Delta V=V_{\rm ext}+v\chi_0\Delta V$. Hence $V_{\rm ext}=(1-v\chi_0)\Delta V$. This operator is not symmetric, but a similarity transformation keeps its eigenvalues and makes it so:

$$
\varepsilon=v^{-1/2}(1-v\chi_0)v^{1/2}=1+K,\qquad K=-v^{1/2}\chi_0v^{1/2}. \tag{2}
$$

To find $\chi_0$, label occupied orbitals $v$ and empty ones $c$. First-order perturbation theory gives, for the empty part of the orbital change,

$$
\Delta\psi_v=-\sum_c\psi_c\,\frac{\langle c|\Delta V|v\rangle}{E_c-E_v}. \tag{3}
$$

Mixing among occupied orbitals leaves the density unchanged, because it only rotates the occupied space. Since $n=2\sum_v\psi_v^2$, the density change is $\Delta n=4\sum_v\psi_v\Delta\psi_v$: one factor 2 is spin, the other comes from differentiating the square. Therefore

$$
-\langle\Delta V|\chi_0|\Delta V\rangle
=4\sum_{vc}\frac{|\langle c|\Delta V|v\rangle|^2}{E_c-E_v}\ge0, \tag{4}
$$

and no eigenvalue of $K$ is negative. An eigenpotential with eigenvalue $\lambda$ is screened by the factor $1/(1+\lambda)$.

## Applying the operator without empty states

Let $P_c$ project onto the empty space. Acting with $H-E_v$ on equation (3) cancels each denominator:

$$
(H-E_v)\Delta\psi_v=-P_c\,\Delta V\,\psi_v,\qquad P_c\Delta\psi_v=\Delta\psi_v. \tag{5}
$$

This is the Sternheimer equation. In the empty space $H-E_v$ has no eigenvalue below the gap $E_g$, so the equation has one solution and conjugate gradients apply. A small gap makes it poorly conditioned; in a metal this form fails and partial occupations must be treated.

One application of $K$ to a trial vector $u$ has four parts:

1. Form $\Delta V=v^{1/2}u$ in reciprocal space.
2. Solve equation (5) for every occupied orbital.
3. Sum $\Delta n=4\sum_v\psi_v\Delta\psi_v$ in real space.
4. Return $Ku=-v^{1/2}\Delta n$.

Empty orbitals are never constructed, but the plane-wave basis must still be able to represent $\Delta\psi_v$.

## Iterating, and choosing the trial block

Start with $m$ orthonormal random real potentials. In each sweep, apply $K$ to all of them, diagonalize the $m\times m$ matrix of $K$ in their span, rotate to its eigenvectors (the Ritz step), and orthonormalize the images for the next sweep.

The convergence rate follows from expanding in the true eigenpotentials $\phi_j$. A generic starting space contains, for each $l\le m$, a vector $\phi_l+\sum_{j>m}a_{jl}\phi_j$. After $t$ applications, and division by $\lambda_l^t$, it becomes

$$
y_l=\phi_l+\sum_{j>m}a_{jl}\left(\frac{\lambda_j}{\lambda_l}\right)^t\phi_j. \tag{6}
$$

Take $y=\sum_{l\le k}b_ly_l$ with $\sum_l b_l^2=1$. Let $e^2$ be the squared norm of its part with $j>m$. Every ratio in that part is at most $\lambda_{m+1}/\lambda_k$, so the Cauchy–Schwarz inequality gives $e^2\le A^2(\lambda_{m+1}/\lambda_k)^{2t}$ with $A^2=\sum_{jl}a_{jl}^2$. The part with $l\le k$ contributes at least $\lambda_k$ to $\langle y|K|y\rangle$ and the rest is not negative, so

$$
\frac{\langle y|K|y\rangle}{\langle y|y\rangle}\ge\frac{\lambda_k}{1+e^2}. \tag{7}
$$

By the min–max principle the $k$-th Ritz value $\theta_k$ is at least the smallest such quotient in this $k$-dimensional space, and at most $\lambda_k$. With $1-1/(1+e^2)\le e^2$,

$$
0\le1-\frac{\theta_k}{\lambda_k}\le A^2\left(\frac{\lambda_{m+1}}{\lambda_k}\right)^{2t}. \tag{8}
$$

The extra trial potentials thus control the speed. Put $m=\beta M$ and suppose the power law (1) holds between $M$ and $m$. The error of the last wanted eigenvalue then falls per sweep by about $\beta^{-8/3}$. Reducing it by a factor $\tau$ takes $t=3\ln(1/\tau)/(8\ln\beta)$ sweeps, and the number of applications of $K$ is

$$
mt=\frac{3M}{8}\ln\!\left(\frac1\tau\right)\frac{\beta}{\ln\beta}. \tag{9}
$$

The derivative of $\beta/\ln\beta$ vanishes at $\ln\beta=1$, so the optimum of this estimate is $\beta=e\approx2.7$. The estimate leaves out the first sweeps and the dependence of $A$ on $m$, so it is only a guide. Its minimum is flat: in the estimate $\beta=2$ and $\beta=4$ each cost 6% more. Whole sweeps and the start-up phase penalize large blocks further; with the spectrum of the worked case, $M=100$, a tolerance of $10^{-6}$ and one random start, the excess over $\beta=2.7$ was about 10% and 23%. If memory or orthonormalization matters as much as the Sternheimer solutions, choose the smaller value.

## Where the tail comes from

**Uniform gas.** For a plane-wave perturbation with $q>2k_F$, every occupied $\mathbf k$ is taken to an empty state. The energy denominator is $|\mathbf k+\mathbf q|^2/2-k^2/2=q^2/2+kq\mu$, where $\mu$ is the cosine of the angle between the vectors. The processes with $+\mathbf q$ and $-\mathbf q$ contribute equally, and spin doubles them:

$$
-\chi_0(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{q^2/2+kq\mu}. \tag{10}
$$

Now expand

$$
\frac{1}{q^2/2+kq\mu}=\frac{2}{q^2}\left(1-\frac{2k\mu}{q}+\frac{4k^2\mu^2}{q^2}-\cdots\right). \tag{11}
$$

The linear term averages to zero. In the quadratic one, $\langle\mu^2\rangle=1/3$ and $\langle k^2\rangle=3k_F^2/5$. The integral over the sphere without the fraction is $n/2$, the density per spin. Hence $-\chi_0=(4n/q^2)(1+4k_F^2/5q^2+\cdots)$, and multiplication by $4\pi/q^2$ gives

$$
\varepsilon(q)-1=\frac{16\pi n}{q^4}\left(1+\frac{4k_F^2}{5q^2}+\cdots\right). \tag{12}
$$

Two powers of $1/q$ come from the Coulomb interaction and two from the kinetic energy of the excited electron. At $q=6k_F$ the bracket is 1.022 to this order; integration over the Fermi sphere gives 1.023.

**Crystal or molecule.** Let $\Delta V$ oscillate with large local wavevector $q$, so that $-\nabla^2\Delta V\approx q^2\Delta V$. Because $(H-E_v)\psi_v=0$,

$$
(H-E_v)(\Delta V\psi_v)=-\tfrac12(\nabla^2\Delta V)\psi_v-\nabla\Delta V\cdot\nabla\psi_v
\approx\frac{q^2}{2}\Delta V\psi_v. \tag{13}
$$

The gradient term is smaller by one power of $1/q$. The projector in equation (5) also drops out at leading order: it removes overlaps $\langle v'|\Delta V|v\rangle$, which are high Fourier components of smooth orbital products. Thus $\Delta\psi_v\approx-(2/q^2)\Delta V\psi_v$, and

$$
\Delta n\approx-\frac{8}{q^2}\sum_v\psi_v^2\,\Delta V=-\frac{4n(\mathbf r)}{q^2}\Delta V. \tag{14}
$$

Locally, $K$ acts as multiplication by $16\pi n(\mathbf r)/q^4$.

**From wavevector to index.** In a region where $n$ hardly changes over a wavelength, a volume $d^3r$ holds $d^3r\,d^3q/(2\pi)^3$ independent waves. Those with eigenvalue above $\lambda$ have $q<(16\pi n/\lambda)^{1/4}$ and fill a sphere. Their total number is

$$
N(\lambda)=\int_V\frac{d^3r}{(2\pi)^3}\,\frac{4\pi}{3}\left(\frac{16\pi n}{\lambda}\right)^{3/4}
=\frac{1}{6\pi^2}\left(\frac{16\pi}{\lambda}\right)^{3/4}\int_V n^{3/4}d^3r. \tag{15}
$$

Setting $N(\lambda_i)=i$ and raising to the power $4/3$ gives equation (1). This is a leading-order semiclassical count: it needs wavelengths short compared with the scale on which $n$ varies.

Since $n^{3/4}$ is a concave function of $n$, its mean is at most $\bar n^{3/4}$, where $\bar n$ is the mean density. The uniform-gas constant $C_u=16\pi\bar n(V/6\pi^2)^{4/3}$ is therefore an upper limit for $C$ at given electron number and volume.

**A sharper control in one dimension.** Large $q$ is cheap to reach on a ring of length $L$, with one occupied orbital, $n$ the density per length and the same factor $4\pi/G^2$. The local wavevector is $q(x)=(16\pi n/\lambda)^{1/4}$. A wave closes on itself if its phase around the ring is $2\pi j$, which gives an even–odd pair at

$$
\lambda_j=16\pi\left[\frac{1}{2\pi j}\int_0^L n^{1/4}dx\right]^4. \tag{16}
$$

For the lowest orbital of a cosine well, the ratio of the computed pair average to this law is 0.9931, 0.9983 and 0.9996 at $j=10$, 20 and 40. The deviation falls about fourfold per doubling of $j$. With the mean density in place of the average of $n^{1/4}$, the ratio at $j=40$ is 0.66. This supports the local-density average, not merely the power.

## Why the first eigenvalues do not follow the law

Equation (1) grows without limit towards small $i/V$, but a gap prevents this. For real $\Delta V$ and a local potential, the double commutator of $H$ with $\Delta V$ gives the sum rule

$$
\sum_j(E_j-E_v)|\langle j|\Delta V|v\rangle|^2=\tfrac12\langle v||\nabla\Delta V|^2|v\rangle. \tag{17}
$$

Summed over $v$, the terms with occupied $j$ cancel in pairs, and the right side becomes $\frac14\int n|\nabla\Delta V|^2d^3r$. In equation (4), $1/(E_c-E_v)\le(E_c-E_v)/E_g^2$. Therefore

$$
\langle u|K|u\rangle\le\frac{1}{E_g^2}\int n|\nabla\Delta V|^2d^3r
\le\frac{4\pi n_{\max}}{E_g^2}\langle u|u\rangle. \tag{18}
$$

The last step uses $\Delta V=v^{1/2}u$, for which $\int|\nabla\Delta V|^2d^3r=4\pi\langle u|u\rangle$. Every eigenvalue is bounded by $4\pi n_{\max}/E_g^2$, whatever the cell size. This is a bound and not an estimate. In a large enough cell the law would exceed it at small $i$, so there the spectrum must leave the power law at long wavelengths. In a small cell the bound can lie above the law even at $i=1$. It does so in the worked case below, where the bound is about 100 and the law gives 12.9. There the law has no claim on the first eigenvalues for a simpler reason: the count behind it assumes short wavelengths. The law should be used to extrapolate from computed eigenvalues in the tail, not to guess the first ones.

## Choosing the number to keep

With all eigenpotentials, $\varepsilon^{-1}=\sum_i|\phi_i\rangle(1+\lambda_i)^{-1}\langle\phi_i|$. Subtracting the identity and keeping $M$ terms gives

$$
\varepsilon^{-1}\approx1-\sum_{i\le M}|\phi_i\rangle\frac{\lambda_i}{1+\lambda_i}\langle\phi_i|,\qquad
\delta=\frac{\lambda_{M+1}}{1+\lambda_{M+1}}. \tag{19}
$$

Here $\delta$ is the operator norm of the error of the symmetrized inverse, on a scale where an unscreened potential has response 1. For the potentials themselves the error operator carries the factors $v^{1/2}$ and $v^{-1/2}$; it has the same eigenvalues but its norm can be larger, 0.012 against 0.0098 in the worked case below. It is the largest omitted term, since $\lambda/(1+\lambda)$ increases with $\lambda$. For small $\delta$, $\lambda_{M+1}\approx\delta$, and equation (15) gives

$$
M\approx\left(\frac C\delta\right)^{3/4}
=\frac{1}{6\pi^2}\left(\frac{16\pi}{\delta}\right)^{3/4}\int_V n^{3/4}d^3r. \tag{20}
$$

This leads to four rules.

- When $\delta$ is already small, halving it multiplies $M$ by about $2^{3/4}\approx1.7$, and a tenfold reduction by about 5.6.
- At fixed $\delta$, $M$ is proportional to the number of repeated cells. Keep $M$ per cell fixed when comparing supercells.
- Do not cut through a group of equal eigenvalues. The part kept would depend on the starting vectors and could break the symmetry.
- Check the quantity wanted, not $\delta$ alone, because omitted terms can add up.

The last rule can be made quantitative. The omitted part of the trace of $K$ is

$$
\sum_{i>M}\lambda_i\approx C\int_M^\infty i^{-4/3}di=3C\,M^{-1/3}, \tag{21}
$$

which falls very slowly. A trace of $\ln(1+K)-K$, the combination in the RPA correlation energy, here at zero frequency, has terms $-\lambda_i^2/2$ in the tail. It omits $-\frac{3}{10}C^2M^{-5/3}$ and converges much faster. This rate does not carry over to the correlation energy itself. The response at large $q$ persists up to imaginary frequencies of order $q^2/2$, so the frequency integral adds a factor $q^2$; for the uniform gas each term then falls as $q^{-6}$ and the omitted energy as $M^{-1}$.

The plane-wave cutoff $Q$ for the potentials limits $M$ as well. Where the density is highest, an eigenpotential with eigenvalue $\lambda_M$ has the wavevector $(16\pi n_{\max}/\lambda_M)^{1/4}$. This must stay below $Q$. The sphere holds about $N_G=VQ^3/6\pi^2$ components; inserting $\lambda=16\pi n_{\max}/Q^4$ in equation (15) gives

$$
M\lesssim N_G\,\frac{\langle n^{3/4}\rangle}{n_{\max}^{3/4}}
=N_G\left(\frac{C}{C_u}\,\frac{\bar n}{n_{\max}}\right)^{3/4}, \tag{22}
$$

where the brackets denote the cell average. The basis cuts the tail off gradually, starting well before this index. In the worked case below the eigenvalues are lowered by 0.1% near 0.6 of this index, by 1% near 0.7 to 0.8 of it, and by 2 to 6% at the index itself.

## A worked case

The model is a cube of edge $L=5$ Å with potential $-V_0(\cos gx+\cos gy+\cos gz)$, $V_0=6$ eV and $g=2\pi/L$. Eight electrons fill one s-like level at −6.80 eV and three p-like levels at 0.99 eV. The gap is about 2.2 eV and the mean density is $8/125=0.064$ Å$^{-3}$.

**The solver.** The aim was $M=12$ with $m=32$, so $\beta=2.7$. Each sweep solves $32\times4=128$ Sternheimer equations, and 11 sweeps solve 1408. A block needed about 18 conjugate-gradient steps on average. The leading eigenvalue is 2.164 and the twelfth 0.742. All twelve agree with an explicit sum over empty states in the same basis to a relative $2\times10^{-13}$. A much larger basis changes them by less than 0.05%. The prefactor of the response was tested separately by a finite difference of the density.

The relative error of the twelfth Ritz value fell from $7.05\times10^{-5}$ at sweep 4 to $1.05\times10^{-8}$ at sweep 7, a factor $(1.49\times10^{-4})^{1/3}=0.053$ per sweep. The asymptotic factor $(\lambda_{33}/\lambda_{12})^2$ is 0.060, and the power-law estimate is $(12/33)^{8/3}=0.067$. The observed fall is slightly faster, perhaps because components with $j>33$, which decay sooner, still contributed.

**The truncation.** Twelve nearly perfect eigenpotentials do not make an accurate inverse. The error norm is 0.40, equal to $\lambda_{13}/(1+\lambda_{13})$ as equation (19) requires. The largest screening term is itself only $2.164/3.164=0.68$. Solver convergence and convergence in $M$ are separate matters.

**The tail.** The larger basis has 7152 potential components. The density gives $C=12.87$, against $C_u=16.46$ for the uniform gas.

| $i$ | computed $\lambda_i$ | $C\,i^{-4/3}$ |
|---|---|---|
| 1 | 2.16 | 12.9 |
| 10 | 0.742 | 0.597 |
| 100 | 0.0287 | 0.0277 |
| 400 | 0.00450 | 0.00437 |
| 1000 | 0.00129 | 0.00129 |
| 1500 | 0.000732 | 0.000750 |

The law is useless for the first eigenvalue. At the indices listed from $i=100$ to 1500 it is good to about 4%; between them the deviation is larger, up to about +15% for $i$ from 100 to 200, +11% from 200 to 400 and +7% from 400 to 1000. Between $i=400$ and 1500 the fitted exponent is −1.355, against −1.333. The mean of $\lambda_i i^{4/3}$ over $i=1000$ to 1500 is 12.97, which is 1.008 times $C$ but 0.79 times $C_u$. The closeness of the first ratio should not be over-read, since the upper part of that window is not converged in the basis: with 11836 potential components the ratio becomes 1.015 and the exponent −1.344.

At $i=1500$ the computed value has dropped below the law. The highest density is 5.9 times the mean, so equation (22) puts the onset of the basis cutoff near $7152\,(0.782/5.90)^{3/4}\approx1600$. The index 1500 is close to this estimated onset, and the drop is due to the cutoff: with 11836 components $\lambda_{1500}$ rises by 4%, from 0.000732 to 0.000761, which is 1.5% above the law, while $\lambda_{1000}$ moves by only 0.05%. The last row of the table is therefore not converged.

**The setting.** For $\delta=0.01$, equation (20) gives $M\approx(12.87/0.01)^{3/4}\approx215$; the computed spectrum needs 226. For $\delta=0.001$ it gives about 1200, consistent with the table. Yet even at $M=1000$ the omitted trace of $K$ is $3\times12.87/10\approx3.9$, more than the leading eigenvalue. For a quantity of that kind, compute at several $M$ in the tail and extrapolate in $M^{-1/3}$.

The numerical output below gives the remaining values.

## Computed results

```
cube edge L = 5.0 angstrom
potential amplitude V0 = 6.0 eV
s-like level = -6.801 eV
p-like level = 0.992 eV
gap to lowest empty level = 2.243 eV
mean electron density = 0.0640 angstrom^-3
highest density / mean density = 5.903
small basis: plane waves per orbital = 1331
small basis: potential components = 256
trial potentials = 32, wanted = 12, sweeps = 11
mean conjugate-gradient steps per block solve = 17.9
finite-difference response / Sternheimer = 1.0000001
lambda_1: iterative 2.164284, explicit sum 2.164284
lambda_2: iterative 2.164284, explicit sum 2.164284
lambda_4: iterative 1.407210, explicit sum 1.407210
lambda_7: iterative 0.814750, explicit sum 0.814750
lambda_12: iterative 0.742136, explicit sum 0.742136
largest relative error of 12 Ritz values = 1.7e-13
largest residual norm of 12 eigenpotentials = 2.6e-07
relative error of Ritz value 12, sweep 1 = 8.83e-01
relative error of Ritz value 12, sweep 4 = 7.05e-05
relative error of Ritz value 12, sweep 7 = 1.05e-08
observed error factor per sweep = 0.0531
asymptotic factor (lambda_33/lambda_12)^2 = 0.0599
rank-12 inverse: norm error = 0.39623
rank-12 inverse: lambda_13/(1+lambda_13) = 0.39623
largest change of 12 eigenvalues, small to large basis = 4.32e-04
Lindhard at q = 6 kF / leading tail = 1.02335
1D control, pair 10: eigenvalue / law = 0.99307
1D control, pair 20: eigenvalue / law = 0.99826
1D control, pair 40: eigenvalue / law = 0.99956
1D control, pair 40: eigenvalue / uniform law = 0.6605
large basis: potential components = 7152
tail constant from n^(3/4) = 12.8706
tail constant of uniform gas = 16.4612
large basis lambda_1 = 2.1647e+00, law = 1.2871e+01
large basis lambda_10 = 7.4230e-01, law = 5.9740e-01
large basis lambda_100 = 2.8720e-02, law = 2.7729e-02
large basis lambda_400 = 4.4975e-03, law = 4.3670e-03
large basis lambda_1000 = 1.2904e-03, law = 1.2871e-03
large basis lambda_1500 = 7.3190e-04, law = 7.4957e-04
fitted exponent, i = 400 to 1500 = -1.3548
mean lambda_i i^(4/3), i = 1000 to 1500 = 12.9736
that mean / n^(3/4) constant = 1.0080
that mean / uniform constant = 0.7881
```
